The conserved operator behind separation of the two-centre Coulomb problem

At a separation of 4.0535 bohr, two excited states of the H2+ electronic problem have the same energy, −0.287123 hartree. Both have zero angular momentum about the internuclear axis and both are even under inversion, so neither axial symmetry nor parity tells them apart. A Hermitian coupling between two such states would normally keep their energies apart as one parameter is varied. A third conserved quantity removes the coupling: it has the values −0.874 and 4.827 in the two states.

This quantity is derived below in two ways, first from separation of variables and then from the Runge-Lenz vectors of the two centres.

**The problem and the result**

Atomic units are used. Charges Z1 and Z2 are fixed at z = −a and z = +a, with R = 2a > 0. The vectors from them to the electron are r1 = r + aẑ and r2 = r − aẑ, where r starts at the midpoint; the same symbols without vector operations denote lengths. The electronic Hamiltonian is

H = p²/2 − Z1/r1 − Z2/r2.

Spin, relativity and nuclear motion are left out, and nuclear repulsion enters only total energies. Let L = r × p. The result is that

Λ = L² + a²p_z² + 2az(Z1/r1 − Z2/r2)   (1)

commutes with H and with L_z, and that its eigenvalue A is the separation constant in prolate spheroidal coordinates. Bound states, E < 0, are considered. Operator identities are understood on functions smooth away from the nuclei.

**First derivation: separation of variables**

*Coordinates.* Define ξ = (r1 + r2)/R ≥ 1 and η = (r1 − r2)/R, with −1 ≤ η ≤ 1, and let φ be the azimuth. Then r1 = a(ξ + η) and r2 = a(ξ − η). With N = ξ² − η², this gives r1r2 = a²N. From r1² − r2² = 4az and r1² + r2² = 2(r² + a²),

z = aξη,  r² = a²(ξ² + η² − 1).

Hence the squared distance from the axis is ρ² = r² − z² = a²(ξ² − 1)(1 − η²).

The gradient of a distance is a unit vector, so

∇ξ = (r̂1 + r̂2)/(2a),  ∇η = (r̂1 − r̂2)/(2a).

These are orthogonal, since r̂1 and r̂2 have equal length. Also

r̂1·r̂2 = (r² − a²)/(r1r2) = (ξ² + η² − 2)/N,

|∇ξ|² = (1 + r̂1·r̂2)/(2a²) = (ξ² − 1)/(a²N),

|∇η|² = (1 − r̂1·r̂2)/(2a²) = (1 − η²)/(a²N),

and |∇φ|² = 1/ρ². The product of the three squared gradients is 1/(a⁶N²), so the volume element is a³N dξ dη dφ.

*Kinetic energy.* For real f and g, integration by parts gives ∫f p²g dV = ∫∇f·∇g dV. Inserting the gradients and integrating by parts back in each coordinate gives

a²N p² = t_ξ + t_η,

t_ξ = −∂ξ(ξ² − 1)∂ξ + L_z²/(ξ² − 1),

t_η = −∂η(1 − η²)∂η + L_z²/(1 − η²).

The L_z² terms are right because 1/(ξ² − 1) + 1/(1 − η²) = N/[(ξ² − 1)(1 − η²)] = a²N/ρ².

*Separation.* The potential satisfies

2a²N(−Z1/r1 − Z2/r2) = −2a[Z1(ξ − η) + Z2(ξ + η)]
= −2a(Z1 + Z2)ξ + 2a(Z1 − Z2)η.

Therefore, with

h_ξ = t_ξ − 2a(Z1 + Z2)ξ,  h_η = t_η + 2a(Z1 − Z2)η,

the Hamiltonian obeys

2a²N H = h_ξ + h_η.   (2)

Set p² = −2a²E, a positive number that appears below only beside energies and separation constants; as an operator, p² remains the squared momentum. For ψ = X(ξ)Y(η)e^{imφ}, the equation Hψ = Eψ becomes (h_ξ + p²ξ²)ψ + (h_η − p²η²)ψ = 0. The first term divided by ψ depends on ξ alone and the second on η alone, so each is constant:

(h_η − p²η²)Y = AY,   (3)

(h_ξ + p²ξ²)X = −AX.   (4)

Here L_z² has the value m². X must be regular at ξ = 1 and decay at infinity; Y must be regular at η = ±1.

These products account for all bound states. At fixed p and m, the regular solutions of (3) form a complete set in η. Expanding any bound eigenfunction in them leaves coefficients that satisfy (4), so the eigenfunction is a sum of separated products.

*An operator for A.* Equation (3) contains E, which differs from state to state. Replacing E by H, written to the right of η², gives

Λ = h_η + 2a²η²H.   (5)

On a separated state this gives (h_η − p²η²)ψ = Aψ. With (2), it becomes

Λ = [N h_η + η²(h_ξ + h_η)]/N = (ξ²h_η + η²h_ξ)/N,   (6)

where 1/N stands to the left of the derivatives.

The commutator can be checked without reference to states. Let G = 2a²H, so that NG = h_ξ + h_η. Since h_η commutes with h_ξ,

0 = [h_η, h_ξ] = [h_η, NG] = [h_η, N]G + N[h_η, G].

Because h_η commutes with ξ², [h_η, N] = −[h_η, η²], and so N[h_η, G] = [h_η, η²]G. Likewise N[η², G] = [η², NG] = [η², h_η]. Thus

N[Λ, G] = N[h_η, G] + N[η², G]G = [h_η, η²]G + [η², h_η]G = 0.

*Cartesian form.* It remains to show that (6) is (1). For real functions, integration by parts gives

∫f(L² + a²p_z²)g dV = ∫K(∇f, ∇g) dV,

K(u, v) = (r × u)·(r × v) + a²u_z v_z.

Let θ1 and θ2 be the angles of r1 and r2 from +z. Since r = r1 − aẑ = r2 + aẑ,

r × r̂1 = −aẑ × r̂1,  r × r̂2 = +aẑ × r̂2.

Hence K(r̂1, r̂1) = a²(sin²θ1 + cos²θ1) = a², and K(r̂2, r̂2) = a² in the same way. The mixed value is

K(r̂1, r̂2) = a²(cosθ1 cosθ2 − sinθ1 sinθ2)
= a²(z² − a² − ρ²)/(r1r2)
= a²(2ξ²η² − ξ² − η²)/N.

The last line uses z² − ρ² − a² = 2z² − r² − a². It follows that

K(∇ξ, ∇η) = (a² − a²)/(4a²) = 0,

K(∇ξ, ∇ξ) = ½[1 + (2ξ²η² − ξ² − η²)/N] = η²(ξ² − 1)/N,

K(∇η, ∇η) = ½[1 − (2ξ²η² − ξ² − η²)/N] = ξ²(1 − η²)/N.

For the azimuth, ∇φ = φ̂/ρ is perpendicular to r, ẑ, ∇ξ and ∇η. The cross terms vanish, and

K(∇φ, ∇φ) = r²/ρ² = (ξ² + η² − 1)/[(ξ² − 1)(1 − η²)]
= [ξ²/(1 − η²) + η²/(ξ² − 1)]/N.

Integrating by parts with the volume element a³N now gives

L² + a²p_z² = (ξ²t_η + η²t_ξ)/N.

The charge terms in (6) are

2aξη[(Z1 − Z2)ξ − (Z1 + Z2)η]/N
= 2aξη[Z1(ξ − η) − Z2(ξ + η)]/N
= 2aξη[Z1/(ξ + η) − Z2/(ξ − η)]
= 2az(Z1/r1 − Z2/r2).

This is (1), which completes the first derivation.

**Second derivation: one centre at a time**

*The Runge-Lenz vector.* Consider one charge Z at the origin, with H₀ = p²/2 − Z/r, and define

M = ½(p × L − L × p) − Z r̂.

Both p and L commute with p², and L commutes with 1/r. Since [p, −Z/r] = −iZ r̂/r²,

[½(p × L − L × p), H₀] = −(iZ/2r²)(r̂ × L − L × r̂).

For the other part of M, only the angular term L²/(2r²) of p²/2 fails to commute with r̂. The rule [L_i, r̂_j] = iε_ijk r̂_k gives [L², r̂] = i(r̂ × L − L × r̂), so

[−Z r̂, H₀] = (Z/2r²)[L², r̂] = +(iZ/2r²)(r̂ × L − L × r̂).

The two contributions cancel, and M is conserved.

*A shared kinetic part.* Let L1 = r1 × p and L2 = r2 × p, and let M1 and M2 be the vectors M about each centre with its own charge. Define

Q = ½(L1·L2 + L2·L1).

The symmetrisation matters. With L1 = L + aẑ × p and L2 = L − aẑ × p,

L1·L2 − L2·L1 = −2a[L·(ẑ × p) − (ẑ × p)·L] = 4ia p_z.

The last step uses ẑ × p = (−p_y, p_x, 0), for which [L_x, −p_y] + [L_y, p_x] = −2ip_z. In Q the cross terms cancel:

Q = L² − a²(p_x² + p_y²).   (7)

Now write L2 = L1 − 2aẑ × p. Since (ẑ × p)·L1 = (p × L1)_z and L1·(ẑ × p) = −(L1 × p)_z,

Q = L1² − a(p × L1 − L1 × p)_z = L1² − 2a(M1z + Z1 cosθ1).

Starting from L1 = L2 + 2aẑ × p instead gives Q = L2² + 2a(M2z + Z2 cosθ2). Hence

Q + 2aZ1 cosθ1 = L1² − 2aM1z,

Q − 2aZ2 cosθ2 = L2² + 2aM2z.

The first commutes with p²/2 − Z1/r1 and the second with p²/2 − Z2/r2.

*Adding the charges.* Q commutes with p², because L1 and L2 do. Write V1 = −Z1/r1, V2 = −Z2/r2, U1 = 2aZ1 cosθ1 and U2 = −2aZ2 cosθ2. The one-centre conservation laws then reduce to

[Q, V1] + [U1, p²/2] = 0,  [Q, V2] + [U2, p²/2] = 0.

Functions of position commute with one another, so there is no term containing both charges. Adding the equations shows that

Ω = Q + 2a(Z1 cosθ1 − Z2 cosθ2)   (8)

commutes with the full H. It also commutes with L_z, because every term is axially symmetric.

Adding 2a²H changes neither property. By (7), Q + a²p² = L² + a²p_z². With cosθ1 = (z + a)/r1 and cosθ2 = (z − a)/r2, the potential terms add to

2a[Z1(z + a)/r1 − Z2(z − a)/r2] − 2a²(Z1/r1 + Z2/r2)
= 2az(Z1/r1 − Z2/r2).

So Λ = Ω + 2a²H is operator (1), and the eigenvalue of Ω is A + p². Substituting for Q gives

Ω = L1² − 2aM1z − 2aZ2 cosθ2.   (9)

This is the sense in which Ω generalises the Runge-Lenz component: the second charge adds one term to a combination of one-centre constants.

*The eigenvalue without separation.* Let ψ be a simultaneous eigenfunction of H, L_z and Λ, with Λψ = λψ. Take m ≥ 0, the other sign being equivalent. Near the segment joining the nuclei, ψ = ρᵐe^{imφ}[g(z) + O(ρ²)]. Let D = r·∇. The identity

L² = −r²∇² + D² + D

follows from (r × ∇)² = r²∇² − D² − D. Since ∇²ψ = 2(V − E)ψ also begins at order ρᵐ, the coefficient of ρᵐe^{imφ} in L²ψ is

2z²(E − V)g + (m + z∂z)(m + 1 + z∂z)g
= 2z²(E − V)g + z²g″ + 2(m + 1)zg′ + m(m + 1)g.

On the segment r1 = a + z and r2 = a − z, so the charge terms in Λψ combine to

2z²(Z1/r1 + Z2/r2) + 2az(Z1/r1 − Z2/r2)
= 2z[Z1(z + a)/r1 + Z2(z − a)/r2] = 2z(Z1 − Z2).

Including −a²g″ from a²p_z², and setting z = aη with primes now meaning d/dη,

λg = −(1 − η²)g″ + 2(m + 1)ηg′ + m(m + 1)g + 2a(Z1 − Z2)ηg − p²η²g.

Put Y = w g with w = (1 − η²)^{m/2}. Then (1 − η²)Y′ = w[(1 − η²)g′ − mηg]. Differentiating once more,

t_ηY = w[−(1 − η²)g″ + 2(m + 1)ηg′ + m(m + 1)g].

Thus Y satisfies (3) with A = λ. The function g cannot vanish throughout the segment: the Schrödinger equation would then make every higher coefficient in ρ² vanish, and ψ with them. Near a nucleus ψ starts with an angular momentum l ≥ m, which keeps g finite at the ends. The conserved eigenvalue is therefore the separation constant.

**The equal-charge example**

For Z1 = Z2 = 1 and R = 2 bohr, a = 1. The ground state has E = −1.102634 hartree, so

p² = −2 × 1² × (−1.102634) = 2.205268.

Its separation constant is A = −0.811730, and Ω = −0.811730 + 2.205268 = 1.393539 before the inputs are rounded. The expectation values of the three terms in (1) add to A:

0.286956 + 0.280951 − 1.379637 = −0.811730.

The first two terms cannot be negative; the sign of A comes from the Coulomb term. Adding 1/R = 0.5 hartree gives a total energy of −0.602634 hartree, or −16.3985 eV.

Equations (3) and (4) fix E by requiring the same A. At fixed m and fixed node numbers, first-order perturbation theory gives dA/dp² = −⟨η²⟩ from (3) and −⟨ξ²⟩ from (4), with averages in the one-dimensional measures dη and dξ. The difference between the second A and the first therefore has slope

−(2.012642 − 0.404659) = −1.607983

in this state. Since ξ² ≥ 1 ≥ η², the slope is negative for every set of node numbers, so each set has at most one energy at given R and given |m|.

**Limits and the crossing**

As R → 0, Λ tends to L² and A to l(l + 1). For the 3dσg state at R = 0.2 bohr, A = 5.9977, close to 6.

For Z2 = 0, equation (9) reduces to Ω = L1² − 2aM1z. Take hydrogen with n = 2, m = 0. Since L × p = −p × L + 2ip, the first part of M is p × L − ip. On an s function f(r) it gives −∂z f, so M_z f = −cosθ(f′ + f). For 2s, f = (1 − r/2)e^{−r/2} and

M_z f = (r/4)cosθ e^{−r/2},

a 2p_z function. With the common factor 4π omitted, the squared norms are 2 for f and 1/2 for M_z f. The matrix element between normalised states thus has magnitude √(0.5/2) = 1/2. Parity removes the diagonal elements, so M_z has eigenvalues ±1/2. The matrix of Ω has diagonal elements 0 and 2 and off-diagonal magnitude a, hence

Ω = 1 ± √(1 + a²).

For a = 1 this is −0.414214 and 2.414214, in agreement with the separated equations. The energy is the same for both; Ω distinguishes them.

At large R with unit charges, the part of a state near centre 1 has cosθ2 → −1, and (9) gives Ω/R → 1 − M1z. At 40 bohr the ratios are 0.519 for 2sσg and 1.518 for 3dσg, which identifies M1z = +1/2 and −1/2. To find the energy order, use the functions above:

⟨2s|z|2p_z⟩ = (1/3)(1/4)(24 − 60)/(√2 × √0.5) = −3,

where 2p_z has the sign of M_z f. The M1z = −1/2 state is (2s − 2p_z)/√2, so its mean z about centre 1 is +3 bohr, towards the other nucleus. Expanding −1/r2 to order 1/R² gives

E ≈ −1/8 − 1/R ∓ 3/R²,

with the upper sign for 3dσg. At 40 bohr this is −0.15188 and −0.14813 hartree; the computed energies are −0.15202 and −0.14824.

At small R the order is the opposite. The united atom has charge 2 and levels −2/n², which puts 2s at −1/2 and 3d at −2/9 hartree. The energy difference E(2sσg) − E(3dσg) is −0.125087 hartree at 2 bohr and +0.076734 at 8 bohr. Each energy follows its own node numbers, one node in ξ for 2sσg and two in η for 3dσg, and changes continuously with R, so the two must meet. In operator terms, H is diagonal in the eigenbasis of Λ when the values of A differ. One condition, equality of two diagonal elements, is then enough for a crossing. A diagonalization without a separation constant finds the same degenerate pair; the numerical check also tests the operator identities.

**What each derivation assumes**

The first derivation assumes that NV is a function of ξ plus a function of η. Its commutator proof uses nothing else about the potential, so it covers any potential of that form, with the charge terms in Λ changed accordingly. It also supplies the radial equation and shows that the separated products account for the bound states. It gives no reason to expect Runge-Lenz vectors in the answer.

The second assumes the conservation law of each Coulomb centre. It works because both one-centre constants share the kinetic part Q, while their potential parts add without interference. It needs no separated wave function, but its commutators are formal at the nuclei. The existence of the simultaneous eigenfunctions it uses is secured by the first derivation.

A uniform field along the axis shows where the construction stops. It adds Fz = Faξη to H, and

N ξη = ξ³η − ξη³

has mixed derivative ∂ξ∂η(Nξη) = 3(ξ² − η²), which is not zero. The added term is not a sum of one-variable functions, so equation (2) and the separation based on it fail, although L_z is still conserved.

Computed values

```
Commutator [H,Lambda] on trial function, max (a.u.): 3.9e-30
Same without Coulomb term of Lambda (a.u.): 11.2780
Omega, symmetrised L1.L2 form, error (a.u.): 7.9e-31
Omega, Runge-Lenz form, error (a.u.): 1.6e-30
L1.L2 - L2.L1 = 4ia pz, error (a.u.): 2.4e-30
--- Z1=Z2=1, ground state ---
R (bohr): 2.0
Electronic energy E (hartree): -1.10263421
Total energy E+1/R (hartree): -0.60263421
Total energy E+1/R (eV): -16.39851
p^2 = -2a^2E (dimensionless): 2.20526843
Separation constant A (dimensionless): -0.81172958
Omega = A+p^2 (dimensionless): 1.39353884
<L^2> (dimensionless): 0.286956
a^2<pz^2> (dimensionless): 0.280951
<2az(Z1/r1-Z2/r2)> (dimensionless): -1.379637
Sum of the three terms (dimensionless): -0.811730
Lambda psi/psi at 3 points: -0.811730 -0.811730 -0.811730
H psi/psi at 3 points (hartree): -1.102634 -1.102634 -1.102634
<xi^2>, <eta^2> in 1D measures: 2.012642 0.404659
Mismatch slope in p^2, numerical: -1.607983
Mismatch slope in p^2, formula: -1.607983
--- Z1=1, Z2=2, R=2 bohr, lowest pi state ---
E (hartree), A: -0.899647 1.391312
Lambda psi/psi at 3 points: 1.391312 1.391312 1.391312
--- hydrogen atom, Z2=0, R=2 bohr, n=2, m=0 ---
E of the two states (hartree): -0.12500000 -0.12500000
Omega from separated equations: -0.41421356 2.41421356
Omega from 1 -/+ sqrt(1+a^2): -0.41421356 2.41421356
--- limits, Z1=Z2=1 ---
3d sigma_g, R=0.2 bohr, A: 5.997671
Ground state R(R-Omega), R=20 and 40 bohr: 1.000787 1.000093
Omega/R at 40 bohr, 2s and 3d sigma_g: 0.51886 1.51849
E at 40 bohr, 2s and 3d sigma_g (hartree): -0.1482393 -0.1520222
--- crossing of 2s sigma_g and 3d sigma_g ---
E(2s)-E(3d) at R=2 and 8 bohr (hartree): -0.125087 0.076734
Crossing distance (bohr): 4.053516
Common electronic energy (hartree): -0.28712333
A of 2s and 3d sigma_g there: -0.874290 4.826512
Unseparated diagonalization, pair (hartree): -0.28712333 -0.28712333
```
